# Omitting the q = 0 Head in RPA Correlation Energies

## Problem

The direct random-phase (RPA) correlation energy of a crystal is computed on a $\Gamma$-centred mesh of $N$ points, used both for the electron wave vectors $k$ and for the momentum transfers $q$. At $q=0$ the Coulomb factor $4\pi/q^2$ is undefined, so the row and column with $G=0$ are struck from the matrices there.

(a) For a cubic crystal with a gap, find the leading error of the energy per cell as $N$ grows.

(b) Estimate its size from static dielectric constants and the electron density.

(c) Decide whether the same law holds for a metal.

**Conventions.** Atomic units are used in the algebra. The mean-field bands are given and fixed, the system is unpolarized and time-reversal symmetric, and the potential is local. The cell volume is $\Omega$, the electron density $n$, and $\omega_p^2=4\pi n$. The exchange energy has its own $q=0$ problem and is not treated here.

## Solution

### 1. The energy and its behaviour at small q

Let $v_G(q)=4\pi/|q+G|^2$, and let $\chi^0$ be the response of the independent electrons. At imaginary frequency define

$$
\varepsilon_{GG'}(q,i\omega)=\delta_{GG'}-v_G^{1/2}\chi^0_{GG'}v_{G'}^{1/2}.
$$

The energy per cell is

$$
E=\frac1N\sum_q f(q),\qquad
f(q)=\int_0^\infty\frac{d\omega}{2\pi}\,\big[\ln\det\varepsilon+\mathrm{Tr}(1-\varepsilon)\big].
$$

For a gapped crystal,

$$
-\chi^0_{GG'}=\frac{2}{\Omega N}\sum_k\sum_{\rm occ,\,emp}\rho_G\,\rho_{G'}^*\,\frac{2\Delta}{\Delta^2+\omega^2}.
$$

The factor 2 in front is for spin. $\Delta>0$ is the energy of a transition from an occupied state at $k$ to an empty one at $k+q$, and $\rho_G$ is the matrix element of $e^{-i(q+G)\cdot r}$ between them.

At $G=0$ and $q\to0$ the exponential tends to 1. Occupied and empty states are orthogonal, so $\rho_0$ starts at first order in $q$. Hence $\chi^0_{00}\propto q^2$, which cancels the $1/q^2$ of the interaction. Along any fixed direction of $q$ the head $\varepsilon_{00}$ has a finite limit, and so do the wings $\varepsilon_{0G}$; the wings are linear in $q/|q|$, so their limit depends on that direction. Striking them removes a finite amount.

### 2. What is removed

Separate $G=0$ from the rest:

$$
\varepsilon=\begin{pmatrix}\varepsilon_{00}&w^\dagger\\ w&B\end{pmatrix}.
$$

The body $B$ contains no $v_0$, and its limit at $q=0$ does not depend on direction. By the cofactor formula for an inverse,

$$
[\varepsilon^{-1}]_{00}=\frac{\det B}{\det\varepsilon}.
$$

With the macroscopic dielectric function $\varepsilon_M=1/[\varepsilon^{-1}]_{00}$, this reads $\det\varepsilon=\varepsilon_M\det B$. Therefore

$$
\ln\det\varepsilon+\mathrm{Tr}(1-\varepsilon)
=\big[\ln\det B+\mathrm{Tr}(1-B)\big]+\big[\ln\varepsilon_M+1-\varepsilon_{00}\big].
$$

The first bracket is kept and the second is lost. The lost part of $f(0)$ is

$$
D=\int_0^\infty\frac{d\omega}{2\pi}\,\big[\ln\varepsilon_M(i\omega)+1-\varepsilon_{00}(i\omega)\big].
$$

Two different dielectric functions enter. The logarithm contains local fields, through the wings; the trace does not.

The sign follows from the form of $\chi^0$. Since every $\Delta$ is positive, $\varepsilon-1$ is a positive semidefinite matrix. So $\varepsilon^{-1}\le1$, which gives $\varepsilon_M\ge1$. Solving $\varepsilon x=e_0$, where $e_0$ is the unit vector for $G=0$, gives

$$
\varepsilon_M=\varepsilon_{00}-w^\dagger B^{-1}w\le\varepsilon_{00}.
$$

With $\ln x\le x-1$ it follows that $\ln\varepsilon_M\le\ln\varepsilon_{00}\le\varepsilon_{00}-1$, so $D\le0$. It is negative whenever the crystal is polarizable.

The point $q=0$ has weight $1/N$, so

$$
E_{\rm omit}(N)=E_{\rm full}(N)-\frac DN ,
$$

where $E_{\rm full}$ uses the limiting value $f(0)$.

### 3. Why the rest of the sum converges faster

The result of part 2 gives the error only if $E_{\rm full}(N)$ has no $1/N$ error of its own. With all $G$ included, $f$ is periodic in $q$, and so has a Fourier series with coefficients $F(R)$ on the lattice vectors $R$. A uniform mesh sum retains those $R$ that are multiples of the mesh supercell:

$$
\frac1N\sum_q f(q)=F(0)+\sum_{R\ne0}^{\rm supercell}F(R).
$$

$F(0)$ is the converged average. The shortest $R$ in the last sum grows as $N^{1/3}$, so the decay of $F(R)$ sets the error. Smooth parts of $f$ give rapidly decaying coefficients. A non-analytic term of degree $s$ at $q=0$ gives

$$
F(R)\propto\int d^3q\,e^{iq\cdot R}f_s(q)\propto R^{-(3+s)},
$$

as the substitution $q=x/R$ shows. Its error therefore scales as $N^{-(3+s)/3}$.

In a gapped crystal $\chi^0$ is analytic at small $q$, and the non-analyticity comes from the factor $1/q^2$ in the head and wings. The head has the form

$$
\varepsilon_{00}-1=\frac{4\pi}{q^2}\big[q\cdot P\cdot q+O(q^4)\big],
$$

and $w^\dagger B^{-1}w$ has the same form. Odd orders are absent because time reversal makes these quantities even in $q$. In a cubic crystal the tensor $P$ is a multiple of the unit matrix, so the leading term is a constant. The first non-analytic term is a quartic polynomial divided by $q^2$. It has $s=2$, and its error is of order $N^{-5/3}$.

The response itself is also summed over the $k$ mesh. With a gap, the summand is a periodic analytic function of $k$ once the sums over occupied and over empty states are done, so this error is exponentially small in $N^{1/3}$. The answer to (a) is

$$
\boxed{E_{\rm omit}(N)-E(\infty)=\frac{|D|}{N}+O(N^{-5/3})}
$$

The energy comes out too high.

In a non-cubic crystal $q\cdot P\cdot q/q^2$ depends on direction. This is a non-analytic term with $s=0$, which can add its own $1/N$ error. The power is then still $1/N$, but the coefficient can also depend on the shape of the mesh, and an angular average of the head need not remove all of it.

### 4. Size from static constants

First suppose that local fields are negligible, and describe the one remaining function by a single oscillator:

$$
\varepsilon(i\omega)=1+\frac{\varepsilon_s-1}{1+\omega^2/\omega_0^2}
=\frac{\omega^2+\varepsilon_s\omega_0^2}{\omega^2+\omega_0^2}.
$$

The logarithm needs the integral

$$
\int_0^\infty d\omega\,\ln\frac{\omega^2+p^2}{\omega^2+s^2}=\pi(p-s).
$$

It holds because both sides vanish at $p=s$, and the derivative of the left side with respect to $p$ is $\int_0^\infty 2p\,d\omega/(\omega^2+p^2)=\pi$. With $p=\sqrt{\varepsilon_s}\,\omega_0$ and $s=\omega_0$,

$$
\int_0^\infty\frac{d\omega}{2\pi}\ln\varepsilon=\frac{\omega_0}{2}(\sqrt{\varepsilon_s}-1).
$$

For the linear part, $\int_0^\infty d\omega/(1+\omega^2/\omega_0^2)=\pi\omega_0/2$, so

$$
\int_0^\infty\frac{d\omega}{2\pi}(1-\varepsilon)=-\frac{\omega_0}{4}(\varepsilon_s-1).
$$

The sum is

$$
D=-\frac{\omega_0}{4}\big[\varepsilon_s-1-2\sqrt{\varepsilon_s}+2\big]
=-\frac{\omega_0}{4}(\sqrt{\varepsilon_s}-1)^2 .
$$

The oscillator frequency follows from the density. At high frequency the sum rule for a local potential gives $\varepsilon_{00}-1\to\omega_p^2/\omega^2$. The oscillator gives $(\varepsilon_s-1)\omega_0^2/\omega^2$. Hence $\omega_0=\omega_p/\sqrt{\varepsilon_s-1}$, and

$$
D\approx-\frac{\omega_p}{4}\frac{(\sqrt{\varepsilon_s}-1)^2}{\sqrt{\varepsilon_s-1}}.
$$

For weak polarizability this tends to $-\omega_p(\varepsilon_s-1)^{3/2}/16$. For large $\varepsilon_s$ it grows in size as $\omega_p\sqrt{\varepsilon_s}/4$.

With local fields, the two functions need separate static values. They share the same tail: the wings fall as $1/\omega^2$, so $w^\dagger B^{-1}w$ falls as $1/\omega^4$. Give each function its own oscillator, with frequencies $\omega_p/\sqrt{\varepsilon_M-1}$ and $\omega_p/\sqrt{\varepsilon_{00}-1}$. The logarithmic and linear integrals above then give

$$
\boxed{D\approx\frac{\omega_p}{2}\frac{\sqrt{\varepsilon_M}-1}{\sqrt{\varepsilon_M-1}}-\frac{\omega_p}{4}\sqrt{\varepsilon_{00}-1}}
$$

where both constants are now static values.

A single oscillator assumes that all the electrons counted in $n$ respond at similar energies. Tightly bound electrons add to the sum rule but hardly change the static constants or $D$, so $n$ should count only the valence electrons. As an example, take a valence oscillator with $\omega_p=16.6$ eV and $\varepsilon_s=12$, and add 2.5 times as many electrons in an oscillator at 150 eV. The exact $D$ moves only from $-7.6$ to $-7.7$ eV, while the estimate with the total density gives $-14.2$ eV. Shallow core levels lie between these cases and make the estimate less reliable.

### 5. A model crystal

Take a simple cubic crystal with lattice constant $a=6$ Å, two electrons per cell and the potential $-V_1\sum_i\cos(2\pi x_i/a)$, with $V_1=3$ eV. These are round model values, not those of a material. The interaction is multiplied by $e^{-|q+G|^2/\Lambda^2}$ with $\Lambda=2\pi/a$. This leaves the $1/q^2$ singularity unchanged and makes $f$ very nearly periodic with few $G$ vectors. The energies below and the value of $\varepsilon_M$ belong to this softened model. Weakening $v_G$ at $G\ne0$ reduces $w^\dagger B^{-1}w$, so $\varepsilon_M$ lies closer to $\varepsilon_{00}$, and $|D|$ is smaller, than with the bare interaction; $\varepsilon_{00}$ at $q\to0$ is unchanged.

The gap is 2.45 eV and $\omega_p=3.573$ eV. The static constants are $\varepsilon_M=1.909$ and $\varepsilon_{00}=2.099$. Using $\varepsilon_M$ alone, with $\sqrt{1.909}=1.382$ and $\sqrt{0.909}=0.953$,

$$
D\approx-\frac{3.573}{4}\times\frac{0.382^2}{0.953}\approx-0.137\ \text{eV}.
$$

Using both constants, with $\sqrt{1.099}=1.048$,

$$
D\approx\frac{3.573}{2}\times\frac{0.3817}{0.9535}-\frac{3.573}{4}\times1.048
\approx0.715-0.936=-0.221\ \text{eV}.
$$

The full frequency integral gives $0.701$ eV for the logarithmic part and $-0.920$ eV for the linear part; their sum before rounding is $-0.2195$ eV. The one-constant estimate reaches 62% of this. The two estimates differ only in the constant used in the linear part, so that replacement accounts for the whole change between them. The two-constant estimate agrees within 1%, but each of its parts is about 2% too large in magnitude, and these errors largely cancel. Such close agreement should not be expected in general. Both percentages depend on the softening, which suppresses much of the local-field effect. With the bare interaction the same crystal has $\varepsilon_M=1.646$ and $D=-0.315$ eV; the one-constant estimate then reaches only 28% of $D$, and the two-constant estimate falls 2.5% short in magnitude.

The errors in the table are measured against a $12^3$ mesh of $q$ points shifted off $\Gamma$, which needs no treatment of the head.

| Mesh | $N$ | Error found (eV) | $\lvert D\rvert/N$ (eV) | $N\times$ error (eV) |
|---|---:|---:|---:|---:|
| $4^3$ | 64 | 0.00325 | 0.00343 | 0.208 |
| $6^3$ | 216 | 0.00099 | 0.00102 | 0.214 |
| $8^3$ | 512 | 0.00042 | 0.00043 | 0.216 |
| $10^3$ | 1000 | 0.00022 | 0.00022 | 0.217 |

The last column approaches $|D|=0.2195$ eV. Between $6^3$ and $10^3$ the fitted power of $N$ is $-0.99$. An error of 0.001 eV per cell needs $N\approx0.2195/0.001\approx220$ points.

Restoring the head reduces the error on the $4^3$ mesh from $3.2\times10^{-3}$ to $1.8\times10^{-4}$ eV in magnitude. On the two finest meshes the remainder is below $10^{-5}$ eV. The reference was tested only to about that level, so these remainders do not establish the power $N^{-5/3}$.

### 6. A metal

In a metal, taking $q\to0$ at fixed $\omega$, the transitions within the partly filled band have $\Delta\to0$ and add a term $\omega_D^2/\omega^2$ to the head. They carry only part of the sum rule, the interband transitions carrying the rest, so $\omega_D\le\omega_p$. At small $\omega$ the integrand of $D$ then behaves as $-\omega_D^2/\omega^2$, and the integral diverges. There is no finite head to omit, and $f(q)$ must be examined at finite $q$. Take the uniform electron gas with Fermi wave number $k_F$. It has no interband transitions, so $\omega_D=\omega_p$ and the limit is the Drude form $\varepsilon=1+\omega_p^2/\omega^2$.

**Linear part.** Since $\int_0^\infty d\omega\,2\Delta/(\Delta^2+\omega^2)=\pi$, the frequency integral of $-\chi^0$ over $d\omega/2\pi$ is half the density of allowed transitions. These start inside the Fermi sphere and end outside it. At small $q$ they start in a shell of thickness $q\cos\theta$ on the forward hemisphere, with volume

$$
k_F^2\,q\int_{\cos\theta>0}\cos\theta\,d\Omega_\theta=\pi k_F^2q .
$$

With two spins, the density of transitions is $2\pi k_F^2q/(2\pi)^3=k_F^2q/(4\pi^2)$. The linear part of $f$ is therefore

$$
-\frac{4\pi}{q^2}\cdot\frac12\cdot\frac{k_F^2q}{4\pi^2}=-\frac Aq,\qquad A=\frac{k_F^2}{2\pi}.
$$

The next term in the shell volume is of order $q^3$, which changes $f$ at order $q$.

**Logarithmic part.** The integral of part 4 with $p=\omega_p$ and $s=0$ gives $\omega_p/2$. The Drude form fails where $\omega=uk_Fq$ with $u$ of order one. In the shell above, with $\mu=\cos\theta$, the transition energy is $\Delta=k_Fq\mu$, so $-\chi^0=(k_F/\pi^2)\int_0^1 d\mu\,\mu^2/(\mu^2+u^2)=(k_F/\pi^2)[1-u\arctan(1/u)]$. The Drude term is $\omega_p^2/\omega^2=(4\pi/q^2)\,k_F/(3\pi^2u^2)$, since $n=k_F^3/3\pi^2$. Both terms are large compared with 1 at small $q$, so the ratio of the true $\varepsilon$ to the Drude form tends to $3u^2[1-u\arctan(1/u)]$, which behaves as $3u^2$ at small $u$ and as $1-3/(5u^2)$ at large $u$. Its logarithm is integrable over $u$, and $d\omega=k_Fq\,du$, so the correction is of order $q$. Thus

$$
f(q)=-\frac Aq+\frac{\omega_p}{2}+O(q).
$$

The term $-A/q$ has $s=-1$, and the rule of part 3 gives an error of order $N^{-2/3}$. For the coefficient, take a simple cubic mesh of spacing $h$ and define

$$
C=\lim_{\eta\to0}\Big[\int d^3x\,\frac{e^{-\eta x^2}}{|x|}-\sum_{m\ne0}\frac{e^{-\eta m^2}}{|m|}\Big]=2.837,
$$

where $m$ runs over integer vectors. Without the origin, the mesh sum of $1/q$ times $h^3$ falls short of its integral by $Ch^2$. Multiplied by $-A$, this raises the energy. The constant $\omega_p/2$ loses one point, of weight $h^3$. Dividing by the zone volume $Nh^3$,

$$
\boxed{E_{\rm omit}-E(\infty)\approx\frac1N\Big(\frac{CA}{h}-\frac{\omega_p}{2}\Big)}
$$

This is the error of the $q$ sum alone, with the response taken as converged in $k$. Since $h\propto N^{-1/3}$, its leading term falls as $N^{-2/3}$, and the $1/N$ law does not hold.

For $k_F=1$ Å$^{-1}$ the plasma energy is 6.824 eV and $A=2.29$ eV/Å. The computed $-q f(q)$ at the smallest $q$ reproduces $A$ within 1%.

With one electron per cubic cell, $n^{1/3}=(3\pi^2)^{-1/3}$ Å$^{-1}=0.323$ Å$^{-1}$. A $20^3$ mesh has $h=2\pi\times0.323/20=0.1015$ Å$^{-1}$, and the formula gives

$$
\frac{1}{8000}\Big(\frac{2.837\times2.29}{0.1015}-\frac{6.824}{2}\Big)\approx0.0076\ \text{eV per electron}.
$$

The direct sum, with a similarly softened interaction, gives 0.00758 eV, and 0.00195 eV on a $40^3$ mesh. Eight times as many points reduce the error by a factor of 3.89. The leading term alone would give 4, and the term $-\omega_p/2$ accounts for the difference. This calculation uses the converged response of the gas. A metal computed on a finite $k$ mesh has a further error from sampling the Fermi surface. It is not estimated here, and nothing above shows it to be smaller than the $N^{-2/3}$ term.

## Numbers as computed

```
Crystal lattice constant: 6.0 angstrom
Potential amplitude V1: 3.0 eV
Softening wave number L: 1.0472 1/angstrom
Band gap: 2.453 eV
Plasma energy: 3.573 eV
Static eps_00, no local fields: 2.0987
Static eps_M, local fields: 1.9092
Logarithmic part of D: 0.7009 eV
Linear part of D: -0.9203 eV
D from dielectric functions: -0.2195 eV
D from determinant difference: -0.2195 eV
D, one-constant estimate: -0.1365 eV
D, two-constant estimate: -0.2211 eV
One-constant estimate / D: 0.622
Two-constant estimate / D: 1.007
Reference energy per cell: -0.227901 eV
Mesh 4^3, N=64: omission error 0.003249 eV
  N times error: 0.2080 eV
  error left with head: -1.80e-04 eV
Mesh 6^3, N=216: omission error 0.000989 eV
  N times error: 0.2136 eV
  error left with head: -2.71e-05 eV
Mesh 8^3, N=512: omission error 0.000422 eV
  N times error: 0.2159 eV
  error left with head: -6.97e-06 eV
Mesh 10^3, N=1000: omission error 0.000217 eV
  N times error: 0.2167 eV
  error left with head: -2.80e-06 eV
Crystal exponent, 6^3 to 10^3: -0.991
N for 0.001 eV error: 219
Gas Fermi wave number: 1.0 1/angstrom
Gas plasma energy: 6.824 eV
Gas A, formula: 0.6418 eV/angstrom
Gas A, small q: 0.6408 eV/angstrom
Lattice constant C of the 1/q sum: 2.8373
Gas 20^3 error: 0.007578 eV/electron
  formula: 0.007578 eV/electron
Gas 40^3 error: 0.001948 eV/electron
  formula: 0.001948 eV/electron
Gas exponent, 20^3 to 40^3: -0.653
```
